# When the Thermodynamic Grüneisen Parameter Is Independent of Temperature

Q: I measured the thermodynamic Grüneisen parameter of a crystal at room temperature and want to use the same value at 50 K, at the same volume. In the quasi-harmonic picture the phonon frequencies depend on volume but not explicitly on temperature. The mode parameters \(\gamma_i=-d\ln\omega_i/d\ln V\) therefore contain no temperature, and neither can their average. Is anything wrong with that?

A: The mode parameters are indeed free of temperature. The average is not, because its weights are heat capacities. Start from the definition,

\[
\gamma(T,V)=\frac{V}{C_V}\left(\frac{\partial P}{\partial T}\right)_V=\frac{\alpha K_TV}{C_V},
\]

where \(C_V\) belongs to the amount of matter in \(V\), \(\alpha\) is the volume expansion coefficient and \(K_T=-V(\partial P/\partial V)_T\). The second form follows from the cyclic rule:

\[
\left(\frac{\partial P}{\partial T}\right)_V=-\left(\frac{\partial P}{\partial V}\right)_T\left(\frac{\partial V}{\partial T}\right)_P=\frac{K_T}{V}\,\alpha V=\alpha K_T .
\]

Now bring in the entropy. From \(dF=-S\,dT-P\,dV\), equality of the mixed derivatives gives \((\partial P/\partial T)_V=(\partial S/\partial V)_T\). Also \(C_V=T(\partial S/\partial T)_V=(\partial S/\partial\ln T)_V\). Hence

\[
\gamma=\frac{(\partial S/\partial\ln V)_T}{(\partial S/\partial\ln T)_V}.
\]

A quasi-harmonic mode has the free energy \(\hbar\omega/2+k_BT\ln(1-e^{-x})\), with \(x=\hbar\omega/k_BT\). Minus its temperature derivative is the entropy

\[
s(x)=k_B\left[\frac{x}{e^x-1}-\ln(1-e^{-x})\right],\qquad
s'(x)=-k_B\frac{x\,e^x}{(e^x-1)^2}.
\]

Since \(\partial x/\partial\ln T=-x\) and \(\partial x/\partial\ln V=-\gamma_i x\), the two derivatives of the entropy are

\[
\frac{\partial s}{\partial\ln T}=-x\,s'(x)=c_i,\qquad
\frac{\partial s}{\partial\ln V}=-\gamma_i x\,s'(x)=\gamma_i c_i .
\]

Here \(c_i=k_Bx^2e^x/(e^x-1)^2\) is the heat capacity of the mode. Summing over modes,

\[
\gamma=\frac{\sum_i\gamma_ic_i(T)}{\sum_ic_i(T)} .
\]

The zero-point energy and the static lattice energy do not appear, because neither contributes to the entropy. Heating brings in the stiffer modes, so the weights shift. As the weights are positive, \(\gamma\) stays between the smallest and the largest \(\gamma_i\), but it may move within that range.

Q: Then what would make it constant? Is there a condition that does not rely on phonons?

A: Yes. Take all \(T>0\) and an interval of volumes, with \(S\) differentiable and \(C_V>0\). Then \(\gamma\) is independent of \(T\) at every volume in the interval if and only if

\[
S(T,V)=f\!\left(\frac{T}{\Theta(V)}\right)
\]

with a single characteristic temperature \(\Theta(V)\).

Suppose first that the entropy has this form, and write \(y=T/\Theta\). The chain rule gives \(\partial S/\partial\ln T=yf'(y)\) and \(\partial S/\partial\ln V=-yf'(y)\,d\ln\Theta/d\ln V\). The factor \(yf'\) is \(C_V\), which is not zero, so it cancels in the ratio:

\[
\gamma=-\frac{d\ln\Theta}{d\ln V}.
\]

This depends on \(V\) alone.

For the converse, suppose \(\gamma=\gamma(V)\), continuous in \(V\). Define \(\Theta\) by

\[
\ln\frac{\Theta(V)}{\Theta(V_0)}=-\int_{V_0}^{V}\gamma(V')\,\frac{dV'}{V'} .
\]

Follow a curve on which \(T/\Theta(V)\) is fixed. There \(d\ln T=d\ln\Theta=-\gamma\,d\ln V\), and therefore

\[
dS=\gamma C_V\,d\ln V+C_V\,d\ln T=(\gamma-\gamma)\,C_V\,d\ln V=0 .
\]

The curve crosses the whole volume interval at positive temperature, so \(S\) has one value for each \(T/\Theta\). That is the stated form.

The same line shows that \((\partial\ln T/\partial\ln V)_S=-\gamma\) in general. With a single scale, every adiabatic compression between two given volumes multiplies the temperature by the same factor, whatever the starting temperature.

Q: If \(\gamma\) is constant in that sense, may I use one number along an isobar?

A: Not without a further assumption. The constancy is at fixed volume, and along an isobar the volume changes. Take a one-scale model with \(\gamma=1.2\,V/V_0\). At \(V=V_0\) it has \(\gamma=1.200\) at 20, 150 and 1000 K. At \(V=1.03\,V_0\) it has 1.236 at all three temperatures.

Q: Suppose I check that \(\gamma\) does not vary with temperature at the volume of my sample. Have I shown that there is a single scale?

A: No, one volume is not enough. Consider two groups of modes, each with a Debye spectrum: the frequencies of a group are \(\omega=uk_B\Theta_i/\hbar\), with density \(3u^2\) on \(0<u<1\), and share one \(\gamma_i\). Let two modes have \(\gamma_i=0.5\) and one have \(\gamma_i=2\), with both \(\Theta_i=200\) K at \(V_0\). At that volume the heat capacities are in the ratio 2:1 at every temperature, so \(\gamma=(2\times0.5+1\times2)/3=1\) throughout. At \(0.9\,V_0\) the two \(\Theta_i\) have separated, and \(\gamma\) is 0.856 at 4 K and 1.000 at 1000 K.

Q: At least a single scale must mean that all the \(\gamma_i\) are equal.

A: Equal \(\gamma_i\) are sufficient, but they are not necessary in a continuous spectrum. Label modes by \(j\), uniformly distributed on a circle of unit length, and let

\[
\omega_j\propto\Theta(V)\left[1+0.4\cos 2\pi\!\left(j+0.1\ln\frac{V}{V_0}\right)\right],\qquad \Theta\propto V^{-1.5}.
\]

A change of volume moves the modes along the cosine, but a shifted uniform set of labels is the same set. The density of states therefore only scales with \(\Theta\), and \(\gamma=1.5\) at all temperatures, although the individual \(\gamma_i\) run from 1.23 to 1.77. The spectrum is constructed to make the point: the entropy depends on which frequencies are present, not on which mode carries which frequency.

Q: My crystal has acoustic and optical modes that respond differently to compression. How far can \(\gamma\) move?

A: Take a two-atom cell of 250 bohr³ with round model parameters. Three acoustic modes form a Debye group with \(\Theta_A=200\) K and \(\gamma_A=-0.5\). Three optical modes share one frequency, an Einstein group, with \(\Theta_O=600\) K and \(\gamma_O=1.5\). Kelvin and \(k_B\) per cell are the natural units here.

For \(T\) well above both \(\Theta_i\), write \(c=k_B(x/2)^2/\sinh^2(x/2)\) and use \(\sinh z\simeq z+z^3/6\). This gives \(c\simeq k_B(1-x^2/12)\). In a Debye group the mean of \(u^2\) is \(\int_0^1 3u^4\,du=3/5\), which turns \(1/12\) into \(1/20\). A group of \(n_i\) modes therefore has

\[
C_i\simeq n_ik_B\left(1-\frac{s_i\Theta_i^2}{T^2}\right),\qquad s_{\rm Einstein}=\tfrac1{12},\quad s_{\rm Debye}=\tfrac1{20}.
\]

The limit is the average over the number of modes,

\[
\gamma_\infty=\frac{\sum_in_i\gamma_i}{\sum_in_i}=\frac{3(-0.5)+3(1.5)}{6}=0.5 .
\]

For the approach to it, write \(\gamma-\gamma_\infty=\sum_i(\gamma_i-\gamma_\infty)C_i/\sum_iC_i\). The leading part of the numerator vanishes because \(\sum_in_i(\gamma_i-\gamma_\infty)=0\). What remains is, to leading order,

\[
\gamma-\gamma_\infty\simeq-\frac{\sum_in_is_i\Theta_i^2(\gamma_i-\gamma_\infty)}{T^2\sum_in_i}
=-\frac{-6000+90000}{6}\,\frac{\mathrm{K}^2}{T^2}=-\frac{14000\ \mathrm{K}^2}{T^2}.
\]

At low temperature the optical heat capacity falls as \((\Theta_O/T)^2e^{-\Theta_O/T}\). In the Debye group set \(x=u\Theta_A/T\) and extend the upper limit of the integral to infinity, at an exponentially small cost:

\[
C_A\simeq3n_Ak_B\left(\frac{T}{\Theta_A}\right)^3\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}\,dx
=\frac{4\pi^4}{5}\,n_Ak_B\left(\frac{T}{\Theta_A}\right)^3 .
\]

Integration by parts turns the integral into \(4\int_0^\infty x^3/(e^x-1)\,dx\). Expanding the denominator in powers of \(e^{-x}\) gives \(4\sum_{m\ge1}6/m^4=4\pi^4/15\). A power outlasts an exponential, so \(\gamma\to\gamma_A=-0.5\). Between the limits:

| \(T\) (K) | \(C_A/k_B\) | \(C_O/k_B\) | \(\gamma\) | \(\alpha K_T\) (MPa/K) |
|---|---|---|---|---|
| 50 | 1.509 | 0.003 | −0.496 | −0.280 |
| 100 | 2.476 | 0.269 | −0.304 | −0.311 |
| 300 | 2.934 | 2.172 | 0.351 | 0.668 |
| 1000 | 2.994 | 2.912 | 0.486 | 1.070 |

At 300 K, for example,

\[
\gamma=\frac{-0.5\times2.934+1.5\times2.172}{2.934+2.172}=0.351 .
\]

Q: So my 300 K value would be wrong at 50 K by some factor?

A: In this model it has the wrong sign. Since \(\alpha K_T=\gamma C_V/V\), replacing \(\gamma\) at 50 K rescales the true value:

\[
-0.280\ \mathrm{MPa/K}\times\frac{0.351}{-0.496}=+0.198\ \mathrm{MPa/K}.
\]

A stable crystal has \(K_T>0\), so you would predict expansion on heating where the model contracts. The sign changes where \(0.5\,C_A=1.5\,C_O\), which is at 150 K.

Q: Does adiabatic compression show this too?

A: It does. Compress to \(0.9\,V_0\) at constant entropy. From 20 K the crystal cools to 18.97 K, a factor \(0.9^{0.5}=0.949\), as expected for \(\gamma=-0.5\). From 1000 K it warms to 1052 K. No single \(\Theta(V)\) can give both factors.

From 150 K, where \(\gamma\) is initially almost zero, it still cools, to 148.9 K. Compression raises \(\Theta_O\) and lowers \(\Theta_A\), which reduces \(C_O\) and increases \(C_A\), so \(\gamma\), which starts at \(-0.002\), grows more negative along the way.

Q: I also use the Mie–Grüneisen relation \(P_{\rm th}V=\gamma E_{\rm th}\). Can I keep it if I insert the correct \(\gamma(T)\)?

A: Not in general. The definition of \(\gamma\) is a slope, \(\gamma=V(\partial P/\partial E)_V\). Integrating it from \(T=0\) at fixed volume gives your relation if \(\gamma\) is constant along the way. Otherwise a different average appears. The thermal free energy of a mode is \(k_BT\ln(1-e^{-x})\), and its contribution to \(P_{\rm th}V\) is

\[
-\frac{\partial}{\partial\ln V}\left[k_BT\ln(1-e^{-x})\right]
=-\frac{k_BT}{e^x-1}\,(-\gamma_ix)=\gamma_i\,\frac{\hbar\omega_i}{e^x-1}.
\]

The weights are now thermal energies, not heat capacities. At 300 K these are 694.9 and 281.7 K\(\,k_B\) per cell for the acoustic and optical groups, so

\[
\frac{P_{\rm th}V}{E_{\rm th}}=\frac{-0.5\times694.9+1.5\times281.7}{694.9+281.7}=0.077,
\]

whereas \(\gamma=0.351\) at the same temperature. The energy ratio retains the weight of everything excited since \(T=0\), while \(\gamma\) describes the next increment of heat.

Q: Is the low-temperature limit simply the \(\gamma_i\) of the softest group?

A: That holds here because the other group is frozen out exponentially. Two Debye groups both follow the \(T^3\) law, so both survive in the limit:

\[
\gamma_0=\frac{\sum_in_i\gamma_i\Theta_i^{-3}}{\sum_in_i\Theta_i^{-3}} .
\]

Take two transverse modes with \(\Theta=200\) K and \(\gamma_i=0.5\), and one longitudinal mode with 400 K and 2.0. The weights are as \(2\times2^3:1=16:1\), so \(\gamma_0=(16\times0.5+2.0)/17=0.588\), while \(\gamma_\infty=(2\times0.5+2.0)/3=1\). For two Debye groups the limits differ whenever both the \(\gamma_i\) and the \(\Theta_i\) differ. With equal \(\Theta_i\) the two sets of weights coincide, as in the earlier example.

Q: When may I still use a constant?

A: At fixed volume, three common cases allow it, provided the value is taken from the temperature range in which it is used. The \(\gamma_i\) that carry the heat capacity may lie close together. You may stay in the \(T^3\) range far below all the \(\Theta_i\), where the weights of Debye groups keep a fixed ratio and \(\gamma=\gamma_0\); the transverse–longitudinal pair above holds 0.588 from 1 to 10 K. That range belongs to the Debye spectrum. In a real lattice the branches bend away from linear dispersion, so the \(T^3\) law, and with it the fixed ratio of weights, ends at a smaller fraction of \(\Theta_i\). Or you may stay well above all the \(\Theta_i\), where the drift falls as \(T^{-2}\). In the acoustic–optical model the leading correction at 600 K is \(-14000/600^2=-0.0389\), which gives 0.4611; the full mode sum gives 0.4615.

All three cases assume that phonons carry the entropy, as in a nonmagnetic insulator. In a metal the electrons add a heat capacity linear in \(T\) with a Grüneisen parameter of their own. It outweighs the \(T^3\) term at the lowest temperatures, so there \(\gamma\) drifts toward the electronic value and the \(T^3\) case does not apply. If the frequencies also depend explicitly on temperature, the mode average and its limits need correction. The entropy criterion still holds, since its proof used no phonons. The numerical check compares the mode average with derivatives of the free energy, and the isentropes with direct integration of \(-\gamma\,d\ln V\).

## Values computed for the example and the checks

```
cell volume = 250 bohr^3
acoustic Debye: modes 3, Theta 200 K, gamma_i -0.5
optical Einstein: modes 3, Theta 600 K, gamma_i 1.5
T/K, C_acoustic/k_B, C_optical/k_B, gamma, alpha*K_T in MPa/K
   20   0.2275   0.0000  -0.5000   -0.0424
   50   1.5092   0.0027  -0.4965   -0.2797
  100   2.4762   0.2690  -0.3040   -0.3110
  150   2.7494   0.9123  -0.0017   -0.0023
  200   2.8552   1.4888   0.1855    0.3002
  300   2.9344   2.1722   0.3507    0.6675
  600   2.9834   2.7620   0.4615    0.9881
 1000   2.9940   2.9116   0.4860    1.0697
gamma at 10 K from entropy = -0.50000
high-T limit = 0.5000
high-T coefficient: formula 14000.0 K^2, from entropy at 3000 K 13995.1 K^2
acoustic C at 4 K = 1.870255e-03 k_B, T^3 law 1.870255e-03 k_B
expansion changes sign at T = 150.35 K
alpha*K_T at 50 K with gamma(300 K) = 0.1976 MPa/K, true -0.2797 MPa/K
thermal energies at 300 K: acoustic 694.90, optical 281.73 K*k_B per cell
V*P_th/E_th at 300 K = 0.0769, gamma = 0.3507
compression to v = 0.9 at constant entropy: T start, T end, ratio
   20.0 K     18.974 K  0.94868
  150.0 K    148.898 K  0.99266
 1000.0 K   1052.343 K  1.05234
one-scale model: Theta(0.9)/Theta(1) = 1.127497
   20.0 K: isentrope ratio 1.127497, gamma(v=1) 1.2000, gamma(v=1.03) 1.2360
  150.0 K: isentrope ratio 1.127497, gamma(v=1) 1.2000, gamma(v=1.03) 1.2360
 1000.0 K: isentrope ratio 1.127497, gamma(v=1) 1.2000, gamma(v=1.03) 1.2360
transverse Debye: modes 2, Theta 200 K, gamma_i 0.5
longitudinal Debye: modes 1, Theta 400 K, gamma_i 2.0
low-T weights: 0.9412, 0.0588
two Debye groups: low-T limit 0.5882, high-T limit 1.0000
both Debye groups at 200 K when v = 1: gamma at 4 K and 1000 K
v = 1.0: 1.0000, 1.0000
v = 0.9: 0.8560, 0.9997
exchanging modes: gamma_i from 1.2258 to 1.7742
exchanging modes: gamma at 30 K = 1.50001
exchanging modes: gamma at 100 K = 1.50000
exchanging modes: gamma at 500 K = 1.50000
```
